# Does wafer lifetime give the surface recombination velocity or a bound?: test program

```python
"""Surface recombination velocity inferred from a wafer lifetime.

Result under test: if the bulk lifetime is taken as infinite, the velocity
inferred from the measured lifetime is an upper bound S_max >= S. For a flat
carrier profile S_max = W/(2 tau_eff) and S_max - S = W/(2 tau_b).
The short formula can fail as a bound when diffusion is slow.

W thickness (cm), D diffusivity (cm2/s), S velocity (cm/s), tau_b bulk
lifetime (s), tau_eff lifetime of the late decay (s).
The 'measurement' is a finite-volume simulation of diffusion, bulk loss and
surface loss; it does not use the formulas being tested.
Silicon parameters are rough typical values.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import jn_zeros

CELLS = 400


def wafer_matrix(W, D, S_left, S_right, tau_b):
    """Loss matrix of the cell densities, and the two surface loss rates."""
    h = W / CELLS
    diag = np.full(CELLS, 2 * D / h**2 + 1 / tau_b)
    diag[[0, -1]] -= D / h**2
    # flux through half a cell in series with the surface: S n/(1 + S h/2D)
    g = [S / (1 + S * h / (2 * D)) / h for S in (S_left, S_right)]
    diag[0] += g[0]
    diag[-1] += g[1]
    return diag, np.full(CELLS - 1, -D / h**2), g


def simulated_lifetime(W, D, S_left, S_right, tau_b):
    """Log slope of the total carrier number after a uniform light pulse."""
    diag, off, _ = wafer_matrix(W, D, S_left, S_right, tau_b)
    rates, modes = eigh_tridiagonal(diag, off)
    weights = modes.sum(axis=0)**2
    t1 = 5 * W**2 / (np.pi**2 * D)
    t2 = 2 * t1
    # the common factor exp(-rates[0] t) is taken out to avoid underflow
    rel = rates - rates[0]
    n1 = np.sum(weights * np.exp(-rel * t1))
    n2 = np.sum(weights * np.exp(-rel * t2))
    return 1 / (rates[0] + np.log(n1 / n2) / (t2 - t1))


def velocity_no_bulk(tau, W, D):
    """Velocity of two equal faces if the surfaces cause all the loss."""
    beta = 1 / np.sqrt(D * tau)
    if beta * W / 2 >= np.pi / 2:
        return np.inf
    return D * beta * np.tan(beta * W / 2)


# ---------------- example parameters ----------------
T = 300.0
W = 300e-4
mobility_n, mobility_p = 1200.0, 450.0
doping, excess = 1e16, 1e15
tau_b, S = 1e-3, 10.0
kT_volt = const.k * T / const.e
D = mobility_n * kT_volt
t_diff = W**2 / (np.pi**2 * D)

# ---------------- main example ----------------
tau = simulated_lifetime(W, D, S, S, tau_b)
tau_surface = simulated_lifetime(W, D, S, S, np.inf)
S_short = W / (2 * tau)
S_max = velocity_no_bulk(tau, W, D)
assert abs(1 / tau - 1 / tau_b - 2 * S / W) < 0.005 / tau
assert abs((S_max - S) / (W / (2 * tau_b)) - 1) < 0.01

# share of the loss at the surfaces, counted from the simulated profile
diag, off, g = wafer_matrix(W, D, S, S, tau_b)
lam, vec = eigh_tridiagonal(diag, off, select='i', select_range=(0, 0))
profile = np.abs(vec[:, 0])
share = (g[0] * profile[0] + g[1] * profile[-1]) / (lam[0] * profile.sum())
assert abs(share - (1 - tau / tau_b)) < 1e-5

# ---------------- bound over a wide range ----------------
for S_try in (1.0, 10.0, 100.0, 1e3, 1e4):
    # with a lossless bulk the inferred velocity must be the true one
    t_try = simulated_lifetime(W, D, S_try, S_try, np.inf)
    assert abs(velocity_no_bulk(t_try, W, D) / S_try - 1) < 1e-3
    for tb_try in (1e-5, 1e-4, 1e-3, 1e-2):
        t_try = simulated_lifetime(W, D, S_try, S_try, tb_try)
        assert velocity_no_bulk(t_try, W, D) > S_try

# same bulk, perfect surface: the bound does not go to zero
S_max_perfect = velocity_no_bulk(
    simulated_lifetime(W, D, 0.0, 0.0, tau_b), W, D)
assert abs(S_max_perfect / (W / (2 * tau_b)) - 1) < 0.01

# ---------------- where the short formula fails ----------------
S_bad = 1e4
tau_bad = simulated_lifetime(W, D, S_bad, S_bad, tau_b)
short_bad = W / (2 * tau_bad)
full_bad = velocity_no_bulk(tau_bad, W, D)
assert short_bad < S_bad < full_bad

W_thin = 150e-4


def crossover(width):
    def gap(s):
        return width / (2 * simulated_lifetime(width, D, s, s, tau_b)) - s
    return brentq(gap, 50.0, 2000.0, xtol=1e-3)


cross_thick, cross_thin = crossover(W), crossover(W_thin)
cross_formula = np.sqrt(3 * D / tau_b)
assert abs(cross_thick / cross_formula - 1) < 0.04
assert abs(cross_thin / cross_formula - 1) < 0.02

# bulk so poor that the surfaces alone could never give the lifetime
tau_b_poor = 5e-6
tau_poor = simulated_lifetime(W, D, S_bad, S_bad, tau_b_poor)
assert tau_poor < t_diff and np.isinf(velocity_no_bulk(tau_poor, W, D))
tau_sink = simulated_lifetime(W, D, 1e9, 1e9, np.inf)
assert abs(tau_sink / t_diff - 1) < 1e-3

# ---------------- unequal faces ----------------
S_one = 40.0
tau_one = simulated_lifetime(W, D, S_one, 0.0, tau_b)
sym_one = velocity_no_bulk(tau_one, W, D)
beta_one = 1 / np.sqrt(D * tau_one)
single_bound = D * beta_one * np.tan(beta_one * W)
assert S_one / 2 < sym_one < S_one < single_bound
# general relation for two unequal lossy faces, lossless bulk
Sa, Sb = 3000.0, 500.0
b = 1 / np.sqrt(D * simulated_lifetime(W, D, Sa, Sb, np.inf))
assert abs(np.arctan(Sa / (D * b)) + np.arctan(Sb / (D * b)) - b * W) < 1e-4

# ---------------- closing in on the true velocity ----------------
B_rad, C_auger = 5e-15, 6e-31


def intrinsic_rate(dn):
    return B_rad * (doping + dn) + C_auger * (doping + dn)**2


rate_int = intrinsic_rate(excess)
S_upper_int = velocity_no_bulk(1 / (1 / tau - rate_int), W, D)
S_twin = 2.0
tau_twin = simulated_lifetime(W, D, S_twin, S_twin, tau_b)
S_lower = velocity_no_bulk(1 / (1 / tau - 1 / tau_twin), W, D)
assert S_lower < S < S_upper_int < S_max

tau_thin = simulated_lifetime(W_thin, D, S, S, tau_b)
lever = 2 * (1 / W_thin - 1 / W)
S_two = (1 / tau_thin - 1 / tau) / lever
tau_b_two = 1 / (1 / tau - 2 * S_two / W)
assert abs(S_two / S - 1) < 0.005 and abs(tau_b_two / tau_b - 1) < 0.005
noise = 0.02
S_two_error = noise * np.hypot(1 / tau_thin, 1 / tau) / lever

# ---------------- size of neglected effects ----------------
inj_change = (rate_int - intrinsic_rate(0.0)) * tau
n, p = excess, doping + excess
D_amb = (n + p) / (n / (mobility_p * kT_volt) + p / D)
S_max_amb = velocity_no_bulk(tau, W, D_amb)

radius = 5.0
j = jn_zeros(0, 200)
left = np.exp(-j**2 * D * tau / radius**2)
edge_rate = (D / radius**2) * np.sum(left) / np.sum(left / j**2)
edge_short_time = 2 / np.sqrt(np.pi) * np.sqrt(D / tau) / radius
assert abs(edge_rate / edge_short_time - 1) < 0.1

eps_r, n_i = 11.7, 1e10
bending = 2 * kT_volt * np.log(doping / n_i)
eps_cm = eps_r * const.epsilon_0 / 100
depletion = np.sqrt(2 * eps_cm * bending / (const.e * doping))

matrix = np.diag(diag) + np.diag(off, 1) + np.diag(off, -1)
tau_steady = np.linalg.solve(matrix, np.ones(CELLS)).mean()
assert abs(tau_steady / tau - 1) < 1e-3

over_reading = tau_surface / tau
assert velocity_no_bulk(1.01 * tau_surface, W, D) < S
assert velocity_no_bulk(0.99 * tau_surface, W, D) > S

# ---------------- output ----------------
print(f"Temperature: {T:.0f} K; kT/e: {kT_volt*1e3:.2f} mV")
print(f"Thickness W: {W*1e4:.0f} um")
print(f"Electron, hole mobility: {mobility_n:.0f}, {mobility_p:.0f} cm2/Vs")
print(f"Doping, excess density: {doping:.1e}, {excess:.1e} cm^-3")
print(f"Diffusivity D: {D:.2f} cm2/s")
print(f"True S: {S:.1f} cm/s; true tau_b: {tau_b*1e6:.0f} us")
print(f"Simulated tau_eff: {tau*1e6:.1f} us")
print(f"Lifetime with surface loss only: {tau_surface*1e6:.1f} us")
print(f"Rates total, bulk: {1/tau:.1f}, {1/tau_b:.1f} 1/s")
print(f"Surface share of loss: {100*share:.2f} %")
print(f"S_max, short formula: {S_short:.2f} cm/s")
print(f"S_max, full relation: {S_max:.2f} cm/s")
print(f"S_max/S, full relation: {S_max/S:.2f}")
print(f"Excess S_max - S: {S_max-S:.2f} cm/s")
print(f"W/(2 tau_b): {W/(2*tau_b):.2f} cm/s")
print(f"S_max for a lossless surface: {S_max_perfect:.2f} cm/s")
print(f"Diffusion limit W^2/(pi^2 D): {t_diff*1e6:.3f} us")
print(f"Bad surface, true S: {S_bad:.0f} cm/s")
print(f"Bad surface, tau_eff: {tau_bad*1e6:.3f} us")
print(f"Bad surface, short formula: {short_bad:.0f} cm/s")
print(f"Bad surface, full relation: {full_bad:.0f} cm/s")
print(f"Short formula fails above, 300 um: {cross_thick:.1f} cm/s")
print(f"Short formula fails above, 150 um: {cross_thin:.1f} cm/s")
print(f"Estimate sqrt(3D/tau_b): {cross_formula:.1f} cm/s")
print(f"Poor bulk and bad surface, tau_b: {tau_b_poor*1e6:.1f} us")
print(f"Poor bulk and bad surface, tau_eff: {tau_poor*1e6:.3f} us")
print(f"One-sided wafer, S of lossy face: {S_one:.1f} cm/s")
print(f"One-sided wafer, tau_eff: {tau_one*1e6:.1f} us")
print(f"One-sided, equal-face S_max: {sym_one:.2f} cm/s")
print(f"One-sided, single-face bound: {single_bound:.2f} cm/s")
print(f"Radiative coefficient (rough): {B_rad:.1e} cm3/s")
print(f"Auger coefficient (rough): {C_auger:.1e} cm6/s")
print(f"Intrinsic rate: {rate_int:.1f} 1/s")
print(f"Intrinsic lifetime: {1e3/rate_int:.2f} ms")
print(f"Upper bound with intrinsic loss: {S_upper_int:.2f} cm/s")
print(f"Twin wafer S: {S_twin:.1f} cm/s; tau: {tau_twin*1e6:.1f} us")
print(f"Lower bound from twin: {S_lower:.2f} cm/s")
print(f"Thin wafer: {W_thin*1e4:.0f} um; tau_eff: {tau_thin*1e6:.1f} us")
print(f"Two thicknesses, S: {S_two:.3f} cm/s")
print(f"Two thicknesses, tau_b: {tau_b_two*1e6:.1f} us")
print(f"Assumed error of each lifetime: {100*noise:.0f} %")
print(f"Resulting error of two-thickness S: {S_two_error:.2f} cm/s")
print(f"Injection change of intrinsic rate/total: {100*inj_change:.2f} %")
print(f"Ambipolar D: {D_amb:.2f} cm2/s; S_max: {S_max_amb:.2f} cm/s")
print(f"Wafer radius: {radius:.1f} cm")
print(f"Worst edge loss rate at t=tau_eff: {edge_rate:.1f} 1/s")
print(f"Edge loss as velocity: {edge_rate*W/2:.2f} cm/s")
print(f"Relative permittivity: {eps_r:.1f}; n_i: {n_i:.0e} cm^-3")
print(f"Band bending for width estimate: {bending:.3f} V")
print(f"Space-charge width: {depletion*1e4:.3f} um")
print(f"Steady/decay lifetime - 1: {tau_steady/tau-1:.1e}")
print(f"Over-reading that breaks bound: factor {over_reading:.2f}")
print("all good")
```

Printed output:

```
Temperature: 300 K; kT/e: 25.85 mV
Thickness W: 300 um
Electron, hole mobility: 1200, 450 cm2/Vs
Doping, excess density: 1.0e+16, 1.0e+15 cm^-3
Diffusivity D: 31.02 cm2/s
True S: 10.0 cm/s; true tau_b: 1000 us
Simulated tau_eff: 600.4 us
Lifetime with surface loss only: 1502.4 us
Rates total, bulk: 1665.6, 1000.0 1/s
Surface share of loss: 39.96 %
S_max, short formula: 24.98 cm/s
S_max, full relation: 25.08 cm/s
S_max/S, full relation: 2.51
Excess S_max - S: 15.08 cm/s
W/(2 tau_b): 15.00 cm/s
S_max for a lossless surface: 15.04 cm/s
Diffusion limit W^2/(pi^2 D): 2.939 us
Bad surface, true S: 10000 cm/s
Bad surface, tau_eff: 4.229 us
Bad surface, short formula: 3547 cm/s
Bad surface, full relation: 10132 cm/s
Short formula fails above, 300 um: 311.2 cm/s
Short formula fails above, 150 um: 308.1 cm/s
Estimate sqrt(3D/tau_b): 305.1 cm/s
Poor bulk and bad surface, tau_b: 5.0 us
Poor bulk and bad surface, tau_eff: 2.296 us
One-sided wafer, S of lossy face: 40.0 cm/s
One-sided wafer, tau_eff: 431.7 us
One-sided, equal-face S_max: 34.94 cm/s
One-sided, single-face bound: 71.09 cm/s
Radiative coefficient (rough): 5.0e-15 cm3/s
Auger coefficient (rough): 6.0e-31 cm6/s
Intrinsic rate: 127.6 1/s
Intrinsic lifetime: 7.84 ms
Upper bound with intrinsic loss: 23.16 cm/s
Twin wafer S: 2.0 cm/s; tau: 882.4 us
Lower bound from twin: 7.99 cm/s
Thin wafer: 150 um; tau_eff: 428.8 us
Two thicknesses, S: 10.000 cm/s
Two thicknesses, tau_b: 1001.1 us
Assumed error of each lifetime: 2 %
Resulting error of two-thickness S: 0.86 cm/s
Injection change of intrinsic rate/total: 1.06 %
Ambipolar D: 27.24 cm2/s; S_max: 25.10 cm/s
Wafer radius: 5.0 cm
Worst edge loss rate at t=tau_eff: 53.3 1/s
Edge loss as velocity: 0.80 cm/s
Relative permittivity: 11.7; n_i: 1e+10 cm^-3
Band bending for width estimate: 0.714 V
Space-charge width: 0.304 um
Steady/decay lifetime - 1: -5.2e-07
Over-reading that breaks bound: factor 2.50
all good
```
